\section*{Electron and ion counts of the alpha term in charged cells, part 1}

(Sections cited here and not found follow in the second part.)

\section{The energy of a charged cell}

\subsection{What goes wrong}

A charged defect is computed in a periodic cell. Its total energy comes from one plane-wave calculation, and the energy of the electron reservoir comes from another that uses the same pseudopotentials, basis and functional. In the model crystal treated below, combining the two gives a defect energy that is wrong by $-0.1235$ hartree, or $-3.36$ eV, if the defect energy refers to one zero of potential while the reservoir level, with any potential offset applied to it, refers to another. A larger supercell does not remove the error.

The cause is one number in the total energy. After the divergent Coulomb terms at zero wave vector have cancelled, a finite term remains, proportional to the integral of the non-Coulomb part of the local pseudopotential. It can be multiplied by the number of electrons or by the total ionic charge. In a neutral cell these are equal. In a charged cell they differ, and each choice carries its own zero for the one-electron potential.

Hartree atomic units are used. Every potential is the potential energy of an electron, so an ion attracts with a negative potential. The cell has volume $\Omega$ and contains $N$ valence electrons and ions of charge $Z_a$ at positions $\mathbf R_a$. Define
\begin{equation}
Z=\sum_a Z_a,\qquad q=Z-N .
\end{equation}
Thus $q>0$ means that electrons are missing. A uniform background neutralizes the cell. Its charge is $-q$, so it acts like $q$ additional electrons spread with number density $q/\Omega$; for $q<0$ this density is negative.

\subsection{One ion and its alpha}

Outside its core, a local pseudopotential $v_a(r)$ equals $-Z_a/r$. Split off that tail:
\begin{equation}
v_a(r)=-\frac{Z_a}{r}+\delta_a(r),\qquad
\alpha_a=\int \delta_a(r)\,d^3r .
\label{eq:split}
\end{equation}
The remainder $\delta_a$ is short-ranged, so $\alpha_a$ is finite. Its Fourier integral follows from the angular average of $e^{-i\mathbf G\cdot\mathbf r}$, which is $\sin(Gr)/(Gr)=1-G^2r^2/6+\dots$:
\begin{equation}
\delta_a(G)=\int\delta_a(r)\frac{\sin Gr}{Gr}\,d^3r
=\alpha_a-\frac{G^2}{6}\int r^2\delta_a(r)\,d^3r+\dots
\end{equation}
The Coulomb tail contributes $-4\pi Z_a/G^2$. Near $G=0$, therefore,
\begin{equation}
v_a(G)=-\frac{4\pi Z_a}{G^2}+\alpha_a+O(G^2).
\end{equation}
Dropping the divergence does not permit dropping $\alpha_a$.

The model ion used for all the numbers is
\begin{equation}
v(r)=-\frac{Z_a}{r}\,\mathrm{erf}\!\left(\frac{r}{\sqrt2\,s}\right)
+(A+Br^2)e^{-r^2/(2s^2)} .
\end{equation}
Adding $Z_a/r$ turns the error function into its complement. With $b=\sqrt2\,s$, integration by parts gives
\begin{align}
\int_0^\infty r\,\mathrm{erfc}(r/b)\,dr
&=\left[\frac{r^2}{2}\mathrm{erfc}(r/b)\right]_0^\infty
+\frac{1}{b\sqrt\pi}\int_0^\infty r^2e^{-r^2/b^2}dr\nonumber\\
&=0+\frac{1}{b\sqrt\pi}\,\frac{\sqrt\pi\,b^3}{4}=\frac{b^2}{4}=\frac{s^2}{2}.
\end{align}
Multiplication by $4\pi Z_a$ gives $2\pi Z_as^2$. The Gaussian has volume integral $(2\pi)^{3/2}s^3$ and mean square radius $3s^2$. Hence
\begin{equation}
\alpha=2\pi Z_as^2+(2\pi)^{3/2}s^3(A+3Bs^2).
\label{eq:alpha}
\end{equation}
The host ion has $Z_a=4$, $s=0.9$ bohr, $A=3$ hartree and $B=-1.4$ hartree/bohr$^2$. The first term is $20.358$. In the second, $A+3Bs^2=3-3.402=-0.402$, which multiplies $11.481$ and gives $-4.616$. The sum is $\alpha=15.742$ hartree bohr$^3$. Direct radial quadrature of the definition was tested against (\ref{eq:alpha}) and agrees.

The limit $s\to0$ at fixed $A$ and $B$ gives $\alpha\to0$: the ion becomes a point charge and the whole question disappears. The number $\alpha$ depends on how the core was smoothed, but it does not measure the core's size: with the host values of $Z_a$, $A$ and $B$ given above, it also vanishes at $s=1.039$ bohr. Two model ions of equal charge and different $s$ generally have different $\alpha$.

\subsection{The simplest charged lattice}

Put one such ion in each cell and let the electrons be uniform, with density $N/\Omega$. Electrons and background together then form a uniform density
\begin{equation}
\frac{N}{\Omega}+\frac{q}{\Omega}=\frac{Z}{\Omega}.
\end{equation}
If all particles interacted as point charges, the electrostatic energy would be that of point ions in a uniform neutralizing medium. Call it $E_{\mathrm{Ew}}$, the Ewald energy. It depends on $Z$ and the geometry, and not on how the medium is divided into electrons and background.

Now restore $\delta_a$. The real electrons feel it, which adds
\begin{equation}
\frac{N}{\Omega}\int\delta_a\,d^3r=N\frac{\alpha_a}{\Omega}.
\end{equation}
Whether the background feels it has not been specified, since the background is a device and not a material. If it meets the ions as point charges, the energy is $E_{\mathrm{Ew}}+N\alpha_a/\Omega$. If it feels the pseudopotential as electrons do, there is a further $q\alpha_a/\Omega$, and the energy is $E_{\mathrm{Ew}}+Z\alpha_a/\Omega$.

The second choice treats the uniform electrons and the background alike: exchanging one for the other leaves the electrostatic energy unchanged. The first choice distinguishes them. At $q=0$ there is no background, and both give the same energy.

\subsection{General density and the cancellation at zero wave vector}

For a general electron density write
\begin{equation}
n(\mathbf r)=\sum_{\mathbf G}n_{\mathbf G}e^{i\mathbf G\cdot\mathbf r},\quad
n_0=\frac N\Omega,\quad
V_{\mathbf G}=\frac1\Omega\sum_a v_a(G)e^{-i\mathbf G\cdot\mathbf R_a}
\quad(\mathbf G\ne0).
\end{equation}
The individual Coulomb sums diverge. To follow the terms safely, replace each $1/r$ by $e^{-\kappa r}/r$, and let $\kappa\to0$ at the end. The Fourier integral of the screened interaction is $4\pi/(G^2+\kappa^2)$, which at $G=0$ is the finite number $4\pi/\kappa^2$. The short-ranged $\delta_a$ is left as it is.

There are three total charges: $N$ electrons, $q$ background units of the same sign, and the ionic charge $Z$ of opposite sign. Their zero-wave-vector Coulomb terms are
\begin{align}
E_0&=\frac{4\pi}{\Omega\kappa^2}
\left(\frac{N^2}{2}+\frac{q^2}{2}+\frac{Z^2}{2}+Nq-NZ-qZ\right)\nonumber\\
&=\frac{2\pi}{\Omega\kappa^2}(N+q-Z)^2=0 .
\label{eq:cancel}
\end{align}
The factors $1/2$ belong to interactions within one species, where each pair would otherwise be counted twice. The last equality is neutrality.

The ion--ion part of (\ref{eq:cancel}) is $2\pi Z^2/(\Omega\kappa^2)$. Removing it from the ion--ion lattice sum leaves
\begin{equation}
E_{\mathrm{Ew}}=\lim_{\kappa\to0}\left[
\frac12\sum_{a,b,\mathbf L}{}^{'}Z_aZ_b
\frac{e^{-\kappa d}}{d}-\frac{2\pi Z^2}{\Omega\kappa^2}\right],
\quad d=|\mathbf R_a-\mathbf R_b+\mathbf L| ,
\end{equation}
where $\mathbf L$ runs over lattice vectors and the prime omits $d=0$. The same expression results if point ions are placed in a uniform medium of charge $-Z$: the ion--medium energy contributes $-4\pi Z^2/(\Omega\kappa^2)$ and the medium itself $+2\pi Z^2/(\Omega\kappa^2)$, with sum $-2\pi Z^2/(\Omega\kappa^2)$. This is the Ewald energy of the simple case.

The background has no component at $\mathbf G\ne0$. The remaining electrostatic energy, apart from the $\delta_a$ terms at $\mathbf G=0$, is therefore
\begin{equation}
E_{\ne}=E_{\mathrm{Ew}}
+\frac\Omega2\sum_{\mathbf G\ne0}\frac{4\pi|n_{\mathbf G}|^2}{G^2}
+\Omega\sum_{\mathbf G\ne0}n_{\mathbf G}^{*}V_{\mathbf G}.
\label{eq:nonzero}
\end{equation}
Define the cell average of the non-Coulomb potential,
\begin{equation}
\bar V=\frac1\Omega\sum_a\alpha_a .
\label{eq:vbar}
\end{equation}
The electrons contribute $\Omega n_0\bar V=N\bar V$, whatever the shape of their density. A background that feels the pseudopotential contributes $q\bar V$. Let $T$ contain the kinetic, nonlocal and exchange--correlation energies. The two conventions are
\begin{align}
E^{\mathrm{el}}&=T+E_{\ne}+N\bar V,
\label{eq:eel}\\
E^{\mathrm{ion}}&=T+E_{\ne}+(N+q)\bar V=T+E_{\ne}+Z\bar V .
\label{eq:eion}
\end{align}
The nonlocal operator acts on the orbitals and not on the background, so it is common to both. Subtraction gives
\begin{equation}
\boxed{E^{\mathrm{el}}-E^{\mathrm{ion}}=(N-Z)\bar V=-q\bar V .}
\label{eq:difference}
\end{equation}

The average in this result needs care. In an infinite periodic crystal the absolute mean electrostatic potential is not fixed by the charge density within a cell. Here the Coulomb part has been assigned zero mean, and $\bar V$ is what the pseudopotential adds. It depends on the pseudopotential and is not a measurable crystal potential.

\subsection{Limits and a direct summation}

Equation (\ref{eq:difference}) vanishes for a neutral cell and for ions whose $\alpha_a$ sum to zero. For one isolated ion in an ever larger empty cell, $\bar V=\alpha_a/\Omega\to0$, so both counts approach the same energy. For a crystal the number of ions grows with $\Omega$, and $\bar V$ approaches a constant. The difference then survives for fixed $q$.

Since $\bar V$ does not contain $\mathbf R_a$, the forces on the ions are the same at equal density. The pressure is not. At fixed $q$ and fixed ions, with $P=-dE/d\Omega$,
\begin{equation}
P^{\mathrm{el}}-P^{\mathrm{ion}}
=\frac{d}{d\Omega}\left(\frac{q\sum_a\alpha_a}{\Omega}\right)
=-\frac{q\bar V}{\Omega}.
\end{equation}
The pressure of a charged cell thus inherits the definition of its background.

The interpretation of the two counts can be tested without any zero-wave-vector argument. Take a cubic cell of edge $8$ bohr with an ion of charge 4 at the corner and one of charge 5 at the centre, both with the host's $s$, $A$ and $B$. Give them Gaussian electron clouds containing 3 and $4.5$ electrons, with standard deviations $1.0$ and $1.2$ bohr, so that $q=9-7.5=1.5$. Build the background from Gaussians centred on the ions, containing $1$ and $0.5$ units. Each ion with its two clouds is then neutral and spherical, and the interaction between two units dies off like a Gaussian once their distance exceeds several widths of the broadest cloud. The energy can be summed directly in real space.

The background Gaussians have standard deviation $w=8$ bohr, the cell edge. The first Fourier component of their periodic sum is reduced relative to the mean by $e^{-(2\pi/8)^2w^2/2}=e^{-2\pi^2}\approx3\times10^{-9}$ for each site, so the background is uniform for the present purpose.

With a point-charge interaction between background and ions, the real-space energy is $-10.427847$ hartree. The plane-wave expression with electron count gives the same printed value. When the background feels the pseudopotential, the real-space energy is $-10.320699$ hartree, again matched by the ion count. The test required agreement within $10^{-6}$ hartree in each case. The difference also follows by hand: $\bar V=(15.741971+20.831351)/512=0.071432$ hartree, and $1.5\,\bar V=0.107148$ hartree.

The clouds were prescribed, so this test concerns electrostatics alone. It does not yet say which one-electron level belongs to which energy.

\section{Levels, alignment and a charged defect}

\subsection{Results carried over}

A cell of volume $\Omega$ contains $N$ electrons and total ionic charge $Z$, with $q=Z-N$. Potentials are electron potential energies. The non-Coulomb part of the local pseudopotentials has cell average $\bar V=\sum_a\alpha_a/\Omega$. Electron count puts $N\bar V$ in the energy, ion count puts $Z\bar V$, and
\begin{equation}
E^{\mathrm{el}}-E^{\mathrm{ion}}=-q\bar V .
\label{eq:recall}
\end{equation}
The other energy terms are common to both. They include the Ewald energy, which depends on the ions and their geometry but not on $N$.

Electron count and ion count give a charged cell total energies that differ by $-q\bar V$, and each corresponds to a definite assumption about how the background meets the ions. It remains to find which one-electron levels belong to each energy, and how to align the zeros of the defect and bulk calculations so that the defect energy does not depend on the count.
